# Long-time domain shape and facets from a kinetic Wulff construction

## 1. A domain with eight wall directions

Take a reversed domain in a thin film, seen from above. Its walls stand upright and a uniform field drives them outward. Suppose first that there are only eight wall normals: four along the axes, with speed $v_0$, and four on the diagonals, with speed $v_{45}$. After a time $t$ much longer than the starting size divided by the speeds, the starting distances can be dropped. The walls then lie on
$$x=v_0t,\qquad x+y=\sqrt2\,v_{45}t,$$
and their symmetry copies. The two lines meet at $y=(\sqrt2 v_{45}-v_0)t$. The axial side runs between this point and its mirror image, so its length is
$$\ell_{0}=2(\sqrt2\,v_{45}-v_0)\,t .$$
The diagonal side runs from $(v_0,\sqrt2v_{45}-v_0)t$ to the point with coordinates exchanged:
$$\ell_{45}=\sqrt2\,[v_0-(\sqrt2 v_{45}-v_0)]\,t=2(\sqrt2\,v_0-v_{45})\,t .$$

If $v_{45}\ge\sqrt2v_0$, the diagonal sides vanish and a square remains. If $v_{45}\le v_0/\sqrt2$, the axial sides vanish. A fast wall outruns the region that its slower neighbours leave open and disappears; slow walls set the shape.

## 2. Any speed function

Now let the normal $\mathbf n$ take every direction, at angle $\varphi$ from the $x$ axis. The wall speed $v(\mathbf n)$ is continuous and positive, and depends on nothing else. The candidate shape keeps every half-plane constraint:
$$W=\{\mathbf x:\ \mathbf x\cdot\mathbf n\le v(\mathbf n)\ \text{for all }\mathbf n\}.$$
Since $W$ is built from speeds, $tW$ is a length. The claim is that $\Omega(t)/t\to W$ for every bounded starting domain $\Omega(0)$ with non-empty interior.

Describe the domain by a function $u$ that is negative inside. Its normal is $\nabla u/|\nabla u|$, and following a wall point gives
$$u_t+H(\nabla u)=0,\qquad H(\mathbf p)=|\mathbf p|\,v(\mathbf p/|\mathbf p|).$$
At corners the equation needs a selection rule. I take the viscosity solution, the limit of vanishing line tension. It obeys comparison: a domain that starts inside another stays inside.

**Outer bound.** Choose $b$ with $\Omega(0)\subset bW$. For each $\mathbf n$ the seed then lies in $\mathbf x\cdot\mathbf n\le b\,v(\mathbf n)$. The flat edge of this half-plane moves at $v(\mathbf n)$, so by comparison $\mathbf x\cdot\mathbf n\le(b+t)v(\mathbf n)$ in $\Omega(t)$. Intersecting over $\mathbf n$ gives $\Omega(t)\subset(b+t)W$.

**Inner bound.** Put the origin inside the seed and choose $a>0$ with $aW\subset\Omega(0)$. Define the support function
$$h(\mathbf n)=\max_{\mathbf x\in W}\mathbf x\cdot\mathbf n\le v(\mathbf n).$$
A growing copy $(a+t)W$ advances at $h(\mathbf m)$ where its boundary meets a tangent line of normal $\mathbf m$, even at a corner. The true wall there advances at $v(\mathbf m)\ge h(\mathbf m)$, so the copy should not overtake it.

To include corners of both domains, use $G(\mathbf x)=\max_{\mathbf n}\mathbf x\cdot\mathbf n/v(\mathbf n)$, the factor by which $W$ must be scaled to reach $\mathbf x$, and
$$M(\mathbf x,t)=\max\{G(\mathbf x)-(a+t),\,-\delta\},\qquad 0<\delta<a .$$
Comparison gives $u\le M$ at later times if this holds initially and $M$ is a supersolution: whenever a smooth function touches $M$ from below with time derivative $q$ and gradient $\mathbf p$, we need $q+H(\mathbf p)\ge0$.

- On the sloping part $q=-1$, and $\mathbf p$ is a subgradient of $G$. Since $G$ is the gauge of $W$, this means $|\mathbf p|\,h(\mathbf p/|\mathbf p|)=1$. With $v\ge h$, $H(\mathbf p)\ge1$, so $q+H\ge0$.
- On the plateau $q=0$ and $\mathbf p=0$.
- On the edge of the plateau both are multiplied by a common factor $\theta\in[0,1]$, so $q+H(\mathbf p)$ is $\theta$ times a non-negative number.

The plateau covers the origin, where the cone $G$ has its tip. We may choose $u(\cdot,0)\le M(\cdot,0)$, because $M$ is negative only inside $aW\subset\Omega(0)$. Hence
$$\boxed{(a+t)W\subset\Omega(t)\subset(b+t)W}$$
Dividing by $t$ proves the claim, with an error that falls as $1/t$.

**Test on a non-convex seed.** Two overlapping discs of radii 0.15 and 0.08 were evolved directly for a time 1.2, using the speed law of Section 5 with $v_0=1$, $c=3$. The bounds require $G$ on the rim to lie between 1.312 and 1.441. The calculation gave 1.283 to 1.377. The lower value misses its bound by 0.029. That bound is not sharp: the larger disc alone grows exactly into $\{\mathbf x\cdot\mathbf n\le0.15+1.2\,v(\mathbf n)\}$, on whose rim $G\ge1.342$. The grid therefore lags the exact solution by at least 0.059, about the whole allowance of 0.06 set for its smoothing and cell size. The test is coarse and only tells $W$ apart from a clearly different shape. Had the diagonal walls carried the corners at their own speed $\sqrt5\approx2.24$, instead of the corner speed 1.34 of $W$, $G$ would have been near 2.

## 3. Reading the boundary and finding facets

Let $\mathbf n=(\cos\varphi,\sin\varphi)$ and $\boldsymbol\tau=(-\sin\varphi,\cos\varphi)$. At the boundary point $\mathbf x(\varphi)$ of normal $\mathbf n$, $h=\mathbf x\cdot\mathbf n$. Differentiation gives $h'=\mathbf x'\cdot\mathbf n+\mathbf x\cdot\boldsymbol\tau$, and the first term vanishes because $\mathbf x'$ is tangential. So
$$\mathbf x=h\,\mathbf n+h'\boldsymbol\tau,\qquad \mathbf x'=h'\mathbf n+h\boldsymbol\tau+h''\boldsymbol\tau-h'\mathbf n=(h+h'')\boldsymbol\tau .$$
The radius of curvature is $h+h''$. A jump in $h'$ moves $\mathbf x$ along $\boldsymbol\tau$ at fixed normal: that is a facet. Where $v>h$, the orientation is missing from the smooth boundary and is hidden at a corner.

To decide from $v$ itself whether $\varphi=0$ is a facet, follow the line $x=v(0)$ and ask which $y$ belong to $W$. The constraint from angle $\varphi$ is
$$v(0)\cos\varphi+y\sin\varphi\le v(\varphi).$$
For $0<\varphi<\pi$, dividing by the positive $\sin\varphi$ bounds $y$ from above. Angle $-\varphi$ bounds $-y$ in the same way. The allowed interval has length
$$\boxed{L=\inf_{0<\varphi<\pi}\frac{v(\varphi)-v(0)\cos\varphi}{\sin\varphi}+\inf_{0<\varphi<\pi}\frac{v(-\varphi)-v(0)\cos\varphi}{\sin\varphi}}$$
There is a facet if and only if $L>0$, and its length at time $t$ is $Lt$. For $L=0$ the line touches $W$ at one point; for $L<0$ it misses $W$.

If $v$ has one-sided slopes, letting $\varphi\to0^+$ in the two quotients gives $v'(0^+)$ and $-v'(0^-)$. An infimum cannot exceed a limiting value, so
$$L\le v'(0^+)-v'(0^-).$$
A facet therefore needs a downward cusp in $v$. The cusp is not sufficient, because the infimum may come from a distant normal. An example is $v=1+0.5\cos4\varphi+0.05|\sin2\varphi|$. It has a slope jump of 0.2 at $\varphi=0$, but the criterion gives $L=-2.02$, and $W$ built from its definition has no such facet. The slower diagonal walls have closed over it.

## 4. First microscopic case: additive step flow

Write a nearly axial wall as a height $y$ above its own axis, with slope $s=\tan\varphi$ in size. Suppose it advances uniformly at $v_0$, and that steps running along it at speed $c$ add an advance proportional to their density: $y_t=v_0+c|s|$. The normal speed is $y_t\cos\varphi$, so
$$v=v_0\cos\varphi+c|\sin\varphi|,\qquad|\varphi|\le45^\circ,$$
repeated about each axis. The slope jump at $\varphi=0$ is $2c$.

All the lines $x\cos\varphi+y\sin\varphi=v_0\cos\varphi+c\sin\varphi$ with $0<\varphi\le45^\circ$ pass through $(v_0,c)$. If $c<v_0$, this point and $(c,v_0)$ are corners joined by a diagonal side. The shape is an octagon with axial facets $2ct$. This agrees with Section 1: there $v_{45}=(v_0+c)/\sqrt2$ gives $\ell_0=2ct$. If $c\ge v_0$, the next side, $y=v_0$, cuts the facet first, and the result is a square with facets $2v_0t$.

With $v_0=1$ and $c=0.5$, the constructed shape had a facet of 0.997 per unit time, against 1. With $c=2$ it had 2.000, while the slope jump was 4.000. In the second case the cusp alone overstates the facet by a factor of two.

## 5. Second microscopic case: steps must nucleate

The uniform advance in the last section was assumed. Now let all growth come from steps of height $a$. Pairs nucleate at rate $J$ per length and time, run apart at speeds $\pm c$, and annihilate on meeting opposite steps. Let $\rho_\pm$ be the densities of the two kinds. Their relative speed is $2c$, so if positions are uncorrelated, the steady balance is
$$J=2c\,\rho_+\rho_- .$$
The slope fixes the difference, $|s|=a|\rho_+-\rho_-|$. Therefore
$$(\rho_++\rho_-)^2=(\rho_+-\rho_-)^2+4\rho_+\rho_-=\frac{s^2}{a^2}+\frac{2J}{c}.$$
Each moving step adds a layer of height $a$ along its path, so $y_t=ac(\rho_++\rho_-)$ and
$$y_t=\sqrt{v_0^2+c^2s^2},\qquad v_0=a\sqrt{2Jc}.$$

A stochastic simulation with $c=a=1$ and nucleation chance $10^{-4}$ per site and tick tested this law. At slopes 0, 0.01 and 0.02 the rates were 0.01400, 0.01716 and 0.02441 layers per tick; the law gives 0.01414, 0.01732 and 0.02449. Simple addition would give 0.024 at slope 0.01, well above the simulated rate.

Multiplying by $\cos\varphi$ gives $v^2=v_0^2\cos^2\varphi+c^2\sin^2\varphi$ near the $x$ axis. This is smooth at $\varphi=0$: **nucleation at a finite rate removes the cusp, so in this model there is no strict facet.** For $|s|\gg v_0/c$ the law approaches $c|s|$, so from a distance $v$ still looks cusped.

### The bowed square

Assume fourfold symmetry and $c>v_0$, and use the law of the nearer axis. Then
$$v^2=\min\{v_0^2\cos^2\varphi+c^2\sin^2\varphi,\ c^2\cos^2\varphi+v_0^2\sin^2\varphi\},$$
since the first expression minus the second is $(v_0^2-c^2)(\cos^2\varphi-\sin^2\varphi)$, negative near the $x$ axis. By the Cauchy–Schwarz inequality, the square root of the first expression is the support function of the ellipse $x^2/v_0^2+y^2/c^2\le1$. The second belongs to the same ellipse turned by $90^\circ$. Keeping the smaller bound for every normal keeps both sets of constraints, so $W$ is the intersection of the two ellipses.

The half-width is $v_0$. At a corner $x=y=d$, with
$$d^2\left(\frac1{v_0^2}+\frac1{c^2}\right)=1,\qquad d=\frac{v_0c}{\sqrt{v_0^2+c^2}}.$$
The first ellipse has normal $(d/v_0^2,\,d/c^2)$ there, so the missing orientations begin at $\tan\varphi_c=v_0^2/c^2$. At $\varphi=0$, $h''=(c^2-v_0^2)/v_0$, and the face has radius of curvature $h+h''=c^2/v_0$ per unit time. With $\eta=\tan\psi$, where $\psi$ is the polar angle, the area of eight equal sectors is
$$A_W=4\int_0^1\frac{d\eta}{1/v_0^2+\eta^2/c^2}=4v_0c\arctan\frac{v_0}{c}.$$

Two limits check this. For $c\to v_0$ the area is $\pi v_0^2$, a circle. For $c/v_0\to\infty$ it is $4v_0^2$ and $d\to v_0$, a square.

The nearest-axis rule is least reliable near $45^\circ$, where steps are dense, but those orientations are missing. For the example below, raising $v$ by half throughout the missing range left the tested radii of $W$ unchanged. Reducing it to one tenth throughout that range shrank the whole domain about tenfold, because at the edges of the range $v$ barely exceeds $h$. Errors of the rule are harmless as long as the true speed does not fall below the original $h$. The margin is wide near $45^\circ$, a factor of 6.5 in the example, and narrow only at the edges of the range, where the wall is nearly axial and the step law is most reliable.

## 6. A film in numbers

Take rough values for a tetragonal lead zirconate titanate film: thickness 100 nm, polarization $P=70$ uC/cm2, field $E=0.50$ MV/cm and 300 K, so $k_BT=0.02585$ eV. The step height is 0.4 nm and the attempt rate $\nu=10^{12}$ per second. Steps and nuclei are taken to span the whole film thickness, so that the wall can be treated as a line. This is a strong assumption at 100 nm: a nucleus spreading vertically at the step speed $c$ found below would cover only about 5 nm upward and 5 nm downward while the wall advances by one layer. Nucleation on a two-dimensional wall face would then need a different speed law. The effective barriers, chosen for the example, are $U_s=0.20$ eV for step motion and $U_n=0.35$ eV for nucleation:
$$c=a\nu e^{-U_s/k_BT}=174.7\ \text{nm/us},\qquad J=\frac{\nu}{a}e^{-U_n/k_BT}=3.30\ \text{per nm and us}.$$
Then
$$v_0=0.4\sqrt{2(3.30)(174.7)}\approx13.6\ \text{nm/us},\qquad \frac c{v_0}=\frac{e^{(U_n-U_s)/2k_BT}}{\sqrt2}\approx12.9 .$$

After 20 us the mean growth law, with the seed size left out, gives a half-width $v_0t=271.5$ nm (2715 angstrom) and the corner coordinate 270.7 nm. In this mean law the faces bow by 0.8 nm, and normals between $0.35^\circ$ and $89.65^\circ$ are missing. The area is 0.294 um2, so the switched charge $2PA$ is 0.41 pC. By the bounds of Section 2, a round seed of radius 10 nm adds at least 7.1 and at most 10 nm to the half-width in the mean law. The mean law is poor at that size, since $\sqrt{2c/J}\approx10$ nm. With random nucleation even the centre of a widening face lags behind $v_0t$, by roughly 8 nm at 20 us, which cancels most of the seed's contribution.

**Can the bow be seen?** Random nucleation roughens the faces. In the flat-wall simulation the roughness grew with exponent 0.323, close to one third, and was $0.613\,m^{1/3}$ layers after $m$ layers. Here $m=271.5/0.4\approx679$, giving about 2.2 nm. For a finite face this is an upper estimate: part of a flat wall's roughness is a wandering of long stretches, which shifts the face as a whole and cannot hide its bow. The bow is uncertain too. Near a corner, steps arrive from one side only, so with random nucleation the ends of a face lag behind the mean law on average. This can add more to the bow than the 0.8 nm of the mean law. An equal neighbour that started at the same time, centred 1000 nm away along an axis, is met at 37 us, at a half-width of 500 nm. These estimates do not decide whether the bow stands out from the roughness at 20 us. Both are only a few nanometres on a side of about 540 nm, so the domain looks nearly square although it has no strict facet.

**Line tension.** In atomic units, as in SI, the driving pressure is $2PE$, and a wall energy $\sigma$ gives the length $\sigma/(2PE)$. A rough 0.1 J/m2 makes it 1.4 nm. Hidden diagonal walls would move 6.5 times faster than the corner. On a convex wall of radius $R$ the tension lowers the driving pressure by $\sigma/R$, a fraction $(1.43\ \text{nm})/R$ of $2PE$. If barriers vary as $1/E$, the step barrier rises by about the same fraction, and the speed falls by the factor $\exp[-(U_s/k_BT)(1.43\ \text{nm})/R]$. This brings the diagonal wall down to the speed of the corner at a radius of about
$$\frac{U_s}{k_BT}\,\frac{1.43\ \text{nm}}{\ln6.47}\approx6\ \text{nm},$$
so real corners would be rounded. Keeping the full $1/E$ dependence instead of its first-order form gives about 7 nm. This is the radius at the $45^\circ$ normal; towards the edges of the missing range the rounding is gentler and reaches further along the faces. Relative to the size of the domain the tension length falls as $1/t$, so the rounding vanishes after division by $t$. On the faces the radius of curvature grows as $t$; a speed reduction proportional to its inverse takes away a length growing as $\ln t$, which also vanishes after division by $t$. At 20 us these effects are still comparable to the 0.8 nm bow: with barriers varying as $1/E$, the face 260 nm from its centre drops by about 1.3 nm instead of 0.75 nm, and a domain grown from a 10 nm seed loses 2 to 3 nm of half-width.

**Comparison with real films.** The polarization, thickness and field are of ordinary size for such films; the barriers and the clean fourfold step model are assumptions. Real films contain defects that pin walls, and their electrodes screen imperfectly. With barriers varying as $1/E$, $d\ln v_0/d\ln E=(U_s+U_n)/(2k_BT)=10.6$. A screening length $\lambda=0.01$ nm, counted for both electrodes together, leaves a field of about $P\lambda/(\epsilon_0\times100\ \text{nm})=0.079$ MV/cm in the film. This field opposes the polarization on both sides of a wall, so its sign reverses across the wall, and with equal electrodes its pushes on the wall nearly cancel. An offset field of the same size but with one sign throughout the film, which unequal electrodes can cause, would act differently: it would raise $v_0$ about fourfold or lower it about sevenfold, according to its sign (a first-order estimate gives a factor of about 5 either way). If defects raised both barriers by 0.05 eV, $v_0$ would fall by a factor $e^{0.10/0.0517}\approx7$. The barriers also do not fit steps that span the film. With $\sigma=0.1$ J/m2, a pair of steps 0.4 nm high and 100 nm long adds $2\sigma a\times100\ \text{nm}\approx50$ eV of wall energy, against $U_n=0.35$ eV, while a one-layer disc nucleus on the wall face costs about $\pi\sigma^2a/(2PE)\approx1.1$ eV. The example therefore illustrates the line model and does not predict the size of a domain in a 100 nm film. Even within the model the size is uncertain by about an order of magnitude, and the further digits above serve only to compare lengths within the model. The near-square shape is less sensitive: within the step model it follows from $c\gg v_0$, fourfold symmetry and uniform walls, provided the hidden orientations are not slower than $h$.

Temperature matters too: at 358 K, with barriers and field held fixed, $v_0$ rises to 76 nm/us and $c/v_0$ falls to 8.0. Self-heating is small. Without heat loss, the energy $2PE$ released per volume would warm the film by 23 K, for a heat capacity of 3 J/(cm3 K). But with a diffusivity of 0.01 cm2/s heat crosses the film thickness in about 0.01 us, while the wall needs about 7.4 us to move as far. If the substrate carries heat about as well as the film, the ratio of these times reduces the warming to a few hundredths of a kelvin. The field is half of a rough breakdown field of 1 MV/cm. The remaining values are in the numerical output.

## Computed values

```
TESTS (speeds in units of v0 unless said)
additive law c=0.5: axial facet per time 0.997
additive law c=2: facet 2.000, cusp jump 4.000
overtaken cusp: jump 0.200, criterion L -2.024
level set, c=3, time 1.2: rim gauge 1.283 to 1.377
  sandwich bounds 1.312 to 1.441, numerical slack 0.06
steps, slope 0.00: rate 0.01400, law 0.01414 layers/tick
steps, slope 0.01: rate 0.01716, law 0.01732 layers/tick
steps, slope 0.02: rate 0.02441, law 0.02449 layers/tick
roughness exponent 0.323, prefactor 0.613
EXAMPLE INPUTS (rough)
temperature 300 K, kT 0.02585 eV
step height 0.4 nm, attempt rate 1e+12 1/s
barriers: step 0.20 eV, nucleation 0.35 eV
P 70 uC/cm2, E 0.50 MV/cm, thickness 100 nm
time 20 us, seed radius 10 nm
EXAMPLE RESULTS
step speed c 174.7 nm/us
nucleation rate J 3.2976 1/(nm us)
axial wall speed v0 13.58 nm/us, c/v0 12.87
half-width v0 t 271.5 nm = 2715 angstrom
corner coordinate 270.7 nm, bow 0.82 nm
face radius of curvature 44.9 um
missing normals from 0.346 deg to 89.654 deg
domain area 0.2943 um2, switched charge 0.412 pC
seed adds 7.09 to 10.00 nm to half-width
NEGLECTED EFFECTS
random face roughness 2.16 nm
bow equals roughness at half-width 1164 nm
d ln v0 / d ln E 10.64 (barriers taken as 1/E)
screening length 0.01 nm: field 0.079 MV/cm, speed factor 5.4
wall energy 0.1 J/m2: tension length 1.43 nm
hidden 45-deg speed / corner advance 6.47
corner rounding radius 5.9 nm
heat capacity 3 J/(cm3 K), diffusivity 0.01 cm2/s
heating: no-loss bound 23.3 K, with substrate 0.032 K
at 358 K: v0 76.1 nm/us, c/v0 8.04
field energy gained per through-film step advance 6.99 eV
field / rough breakdown field of 1 MV/cm: 0.50
neighbour 1000 nm away is met at 36.8 us
```
